\section*{The point Uehling potential by Bickley–Naylor functions and double-exponential quadrature}

\section{A nucleus seen from close by}

An electron far from a nucleus of charge $Z$ feels the Coulomb energy $-Z/r$. Closer in, at distances comparable with the reduced Compton wavelength, it penetrates the cloud of virtual electron--positron pairs that screens the nucleus, and it is bound more strongly. To lowest order, the extra energy is the Uehling potential. A radial solver needs it at thousands of radii, over many decades of $r$, and it is defined by an integral. How should that integral be evaluated?

Hartree atomic units are used ($\hbar=m=e=1$, $c=1/\alpha$). The nucleus is a fixed point, and the potential is of first order in both $\alpha$ and $Z\alpha$. The starting point is the renormalized one-loop polarization function, which changes the Coulomb energy in momentum space from $-4\pi Z/q^2$ to $-(4\pi Z/q^2)(1+\Pi)$:
\begin{equation}
\Pi=\frac{2\alpha}{\pi}\int_0^1 z(1-z)\ln\left[1+z(1-z)Q^2\right]dz,\qquad Q=\alpha q .
\end{equation}
Put $z=(1+v)/2$, so that $z(1-z)=(1-v^2)/4$. The integrand is even in $v$, hence $\int_0^1dz=\int_0^1dv$. Integrate by parts with $\int(1-v^2)dv/4=(v-v^3/3)/4$. The boundary terms vanish, because the logarithm is zero at $v=1$ and the polynomial is zero at $v=0$:
\begin{equation}
\Pi=\frac{2\alpha}{\pi}\int_0^1\frac{v-v^3/3}{4}\,
\frac{vQ^2/2}{1+(1-v^2)Q^2/4}\,dv .
\end{equation}
Now let $t=(1-v^2)^{-1/2}$. Then $dv=dt/(t^3v)$, the last denominator is $(4t^2+Q^2)/(4t^2)$, and $1-v^2/3=\frac23+\frac1{3t^2}$. With $v=\sqrt{t^2-1}/t$,
\begin{equation}
\Pi=\frac{2\alpha}{3\pi}Q^2\int_1^\infty\frac{\rho(t)\,dt}{Q^2+4t^2},\qquad
\rho(t)=\sqrt{t^2-1}\left(\frac1{t^2}+\frac1{2t^4}\right).
\end{equation}
Since $Q^2/(Q^2+4t^2)=q^2/(q^2+4c^2t^2)$, the factor $1/q^2$ cancels. The Fourier transform of $4\pi/(q^2+\mu^2)$ is $e^{-\mu r}/r$, here with $\mu=2ct$. Therefore
\begin{equation}
V_U(r)=-\frac{2\alpha Z}{3\pi r}\,I(x),\qquad
I(x)=\int_1^\infty e^{-xt}\rho(t)\,dt,\qquad x=\frac{2r}{\alpha}.
\label{eq:def}
\end{equation}

\section{One radius by hand}

Take $Z=1$ and $r=10^{-6}$ bohr, so $x=2.7407\times10^{-4}$. This lies inside any real nucleus, so it is an exercise for the point potential and not a physical field. Substitute $t=\cosh u$. Then $\sqrt{t^2-1}\,dt=\sinh^2u\,du$, and $\sinh^2u=\cosh^2u-1$ gives
\begin{equation}
\sinh^2u\left(\frac1{\cosh^2u}+\frac1{2\cosh^4u}\right)
=1-\frac1{2\cosh^2u}-\frac1{2\cosh^4u}.
\end{equation}
So three integrals of one family are needed:
\begin{equation}
I=K_0-\tfrac12\mathrm{Ki}_2-\tfrac12\mathrm{Ki}_4,\qquad
\mathrm{Ki}_n(x)=\int_0^\infty\frac{e^{-x\cosh u}}{\cosh^nu}\,du .
\label{eq:three}
\end{equation}
These are the Bickley--Naylor functions, with $\mathrm{Ki}_0=K_0$ and $\mathrm{Ki}_{-1}=K_1$. Differentiation under the integral gives $\mathrm{Ki}_n'=-\mathrm{Ki}_{n-1}$.

At $x=0$, $\mathrm{Ki}_2=\int\mathrm{sech}^2u\,du=1$ and $\mathrm{Ki}_4=\int(1-\tanh^2u)\,\mathrm{sech}^2u\,du=\frac23$. Their slopes are $-\mathrm{Ki}_1(0)=-\pi/2$ and $-\mathrm{Ki}_3(0)$. The last value follows from a total derivative,
\begin{equation}
\frac{d}{du}\frac{\sinh u}{\cosh^2u}=\frac1{\cosh u}-\frac{2\sinh^2u}{\cosh^3u}
=-\frac1{\cosh u}+\frac2{\cosh^3u}.
\label{eq:toy}
\end{equation}
Its integral is zero, so $\mathrm{Ki}_3(0)=\frac12\mathrm{Ki}_1(0)=\pi/4$.

For $K_0$ put $w=xe^u/2$, which gives $K_0=\int_{x/2}^\infty e^{-w-x^2/(4w)}dw/w$. To leading order this is $\int_{x/2}^\infty e^{-w}dw/w\to-\ln(x/2)-\gamma$, where the constant is $\int_0^\infty e^{-w}\ln w\,dw=-\gamma$. The series in Section 4 shows that no term linear in $x$ follows. Collecting the pieces,
\begin{equation}
I\simeq-\ln\frac x2-\gamma-\frac56+\frac{3\pi}{8}x .
\label{eq:small}
\end{equation}
The numbers are $8.89527-0.57722-0.83333+0.00032=7.48504$. The prefactor is $2\alpha/(3\pi r)=1548.55$ hartree, so $V_U=-1.1591\times10^4$ hartree. Direct integration of (\ref{eq:def}) gives $I=7.48504076$, against $7.48504078$ from (\ref{eq:small}).

\section{The recursion and two closed forms}

For general $x$, repeat (\ref{eq:toy}) with the exponential kept and any power $n\geq1$:
\begin{align}
\frac{d}{du}\frac{\sinh u\,e^{-x\cosh u}}{\cosh^nu}
&=e^{-x\cosh u}\left[\frac1{\cosh^{n-1}u}-\frac{n\sinh^2u}{\cosh^{n+1}u}-\frac{x\sinh^2u}{\cosh^nu}\right]\nonumber\\
&=e^{-x\cosh u}\left[\frac{1-n}{\cosh^{n-1}u}+\frac n{\cosh^{n+1}u}-\frac x{\cosh^{n-2}u}+\frac x{\cosh^nu}\right].
\end{align}
For $x>0$ the left side integrates to zero, because $\sinh0=0$ and the exponential vanishes at infinity. Hence
\begin{equation}
n\,\mathrm{Ki}_{n+1}=(n-1)\,\mathrm{Ki}_{n-1}+x\left(\mathrm{Ki}_{n-2}-\mathrm{Ki}_n\right).
\label{eq:rec}
\end{equation}

\paragraph{Form A.} Going upward with $n=1,2,3$,
\begin{align}
\mathrm{Ki}_2&=x(K_1-\mathrm{Ki}_1),\qquad
\mathrm{Ki}_3=\tfrac12\mathrm{Ki}_1+\tfrac x2(K_0-\mathrm{Ki}_2),\nonumber\\
\mathrm{Ki}_4&=\tfrac23\mathrm{Ki}_2+\tfrac x3(\mathrm{Ki}_1-\mathrm{Ki}_3)
=\tfrac23\mathrm{Ki}_2+\tfrac x6\mathrm{Ki}_1-\tfrac{x^2}6(K_0-\mathrm{Ki}_2).
\end{align}
Inserting $\mathrm{Ki}_4$ in (\ref{eq:three}) gives $I=(1+\frac{x^2}{12})K_0-(\frac56+\frac{x^2}{12})\mathrm{Ki}_2-\frac x{12}\mathrm{Ki}_1$. Eliminating $\mathrm{Ki}_2$, and using $\frac56-\frac1{12}=\frac34$,
\begin{equation}
I=\left(1+\tfrac{x^2}{12}\right)K_0-x\left(\tfrac56+\tfrac{x^2}{12}\right)K_1
+x\left(\tfrac34+\tfrac{x^2}{12}\right)\mathrm{Ki}_1 .
\label{eq:A}
\end{equation}

\paragraph{Form B.} Write (\ref{eq:three}) as $I=(K_0-\mathrm{Ki}_2)+\frac12(\mathrm{Ki}_2-\mathrm{Ki}_4)$. The recursion supplies both differences: $x(K_0-\mathrm{Ki}_2)=2\mathrm{Ki}_3-\mathrm{Ki}_1$ from $n=2$, and $x(\mathrm{Ki}_2-\mathrm{Ki}_4)=4\mathrm{Ki}_5-3\mathrm{Ki}_3$ from $n=4$. Thus
\begin{equation}
I=\frac1x\left[2\,\mathrm{Ki}_5+\tfrac12\mathrm{Ki}_3-\mathrm{Ki}_1\right].
\label{eq:B}
\end{equation}

\paragraph{Which form to use.} Both are identities for $x>0$, but they round differently. Let $\kappa$ be the sum of the absolute values of the terms divided by $I$; a relative rounding error $\epsilon$ in the terms can grow to about $\kappa\epsilon$. For large $x$, set $t=1+s$ in (\ref{eq:def}). Near $s=0$,
\begin{equation}
\rho=\sqrt{2s}\left(1+\tfrac s4\right)\tfrac32\left(1-\tfrac83s\right)+\dots
=\tfrac32\sqrt{2s}\left(1-\tfrac{29}{12}s\right)+\dots
\end{equation}
Since $\int_0^\infty e^{-xs}s^{1/2}ds=\frac{\sqrt\pi}2x^{-3/2}$, and one more power of $s$ multiplies this by $3/(2x)$,
\begin{equation}
I\simeq\frac32\sqrt{\frac\pi2}\,\frac{e^{-x}}{x^{3/2}}\left(1-\frac{29}{8x}\right).
\label{eq:large}
\end{equation}
For fixed $n$, every $\mathrm{Ki}_n$ tends to $\sqrt{\pi/(2x)}\,e^{-x}$. In (\ref{eq:A}) the two terms with $x^3/12$ dominate and cancel, so $\kappa_A\to(x^3/6)/(3/(2x))=x^4/9$. In (\ref{eq:B}), $\kappa_B\to(2+\frac12+1)/\frac32=\frac73$. At $x=137$ the computed values are $4.0\times10^7$ and $2.36$. Form A, even when supplied with correctly rounded $K_0$, $K_1$ and $\mathrm{Ki}_1$, then has a relative error of $3\times10^{-9}$.

At small $x$ the roles change. The recursion gives $\mathrm{Ki}_5(0)=\frac34\mathrm{Ki}_3(0)=3\pi/16$, and the bracket in (\ref{eq:B}) becomes $\frac{3\pi}8+\frac\pi8-\frac\pi2=0$. So $\kappa_B\simeq\pi/(xI)$, which is about 1530 in the hand example, where $\kappa_A=1.2$.

\section{Supplying the functions}

\paragraph{Small $x$.} Form A needs $\mathrm{Ki}_1=\frac\pi2-\int_0^xK_0(x')\,dx'$. Since $\frac{d}{du}(\sinh u\,e^{-x\cosh u})$ integrates to zero, $K_0''+K_0'/x=K_0$. Insert $K_0=\sum_k(x/2)^{2k}[a_k-b_k\ln(x/2)]$ and compare powers: $b_k=b_{k-1}/k^2$ and $a_k=a_{k-1}/k^2+b_k/k$. The leading behaviour fixes $b_0=1$, $a_0=-\gamma$, hence $b_k=1/k!^2$ and $a_k=(H_k-\gamma)/k!^2$ with $H_k=\sum_{j=1}^k1/j$. Termwise integration gives
\begin{equation}
\int_0^xK_0\,dx'=x\sum_{k\ge0}\frac{(x/2)^{2k}}{k!^2(2k+1)}
\left[H_k-\gamma-\ln\frac x2+\frac1{2k+1}\right].
\end{equation}
Fourteen terms serve for $x\le2$. The series must not be carried far beyond. $\mathrm{Ki}_1$ is exponentially small but is obtained by subtraction from $\pi/2$, and the separate logarithmic and non-logarithmic sums grow roughly as $e^x$ before they cancel. At $x=13.7$, with 50 terms, this leaves a relative error of order $10^{-4}$ in $\mathrm{Ki}_1$. Form A multiplies it by about 2500, the ratio of its last term to $I$, and the relative error of $I$ becomes 0.43 in the run below. This figure is accumulated rounding, so a change in the last digits of $x$ can alter it severalfold.

\paragraph{Large $x$.} The bracket of form B is linear in the $\mathrm{Ki}_n$, so for $x>2$ one Chebyshev series can hold all of it:
\begin{equation}
\sqrt x\,e^x\left[2\mathrm{Ki}_5+\tfrac12\mathrm{Ki}_3-\mathrm{Ki}_1\right]=\sum_kc_kT_k\!\left(\frac4x-1\right).
\end{equation}
Multiplication by $e^{-x}x^{-3/2}$ gives $I$. The left side is computed once, by quadrature, at 80 nodes $4/x_j-1=\cos\theta_j$, $\theta_j=\pi(2j+1)/160$, $j=0,\dots,79$. Then $c_k=\frac1{40}\sum_jg_j\cos k\theta_j$, with half this value for $k=0$, where $g_j$ are the samples. Dropping the tail below $5\times10^{-16}$ leaves 41 terms. In effect this is a table of $I$ itself, which form B shows how to scale.

A library cosine transform does the sum safely. The high cosines are sensitive to rounding of the nodes and of the products $k\theta_j$, so a direct sum needs the integer $k(2j+1)$ reduced modulo 320 first. Polynomials evaluated at rounded nodes left spurious high coefficients up to $2.4\times10^{-14}$, against $1.7\times10^{-16}$ from the transform. Only the second value lies below the cut at $5\times10^{-16}$, so only then does the table end.

\section{Double-exponential quadrature}

The competitor uses no special functions. After $t=\cosh u$ the integrand is
\begin{equation}
f(u)=e^{-x\cosh u}\sinh^2u\left(\cosh^{-2}u+\tfrac12\cosh^{-4}u\right).
\end{equation}
It decays double exponentially and is even, with $f(0)=0$, so $I\approx h\sum_{j\ge1}f(jh)$. Poisson summation gives the error: with $F(k)=\int_{-\infty}^\infty f(u)e^{iku}du$, it is $F(k)+F(2k)+\dots$ at $k=2\pi/h$.

For $x$ well below $k$, the leading part of $F(k)$ comes from the pole at $u=i\pi/2$. Put $u=i\pi/2+v$; then $\cosh u=i\sinh v$ and $\sinh u=i\cosh v$, so
\begin{equation}
f\,e^{iku}=e^{-\pi k/2}\left[-\frac1{2v^4}+\frac5{6v^2}+\dots\right]e^{ikv-ix\sinh v}.
\end{equation}
With $a=k-x$, the exponent is $iav-ixv^3/6+\dots$. Its exponential has $v$ coefficient $ia$ and $v^3$ coefficient $-i(a^3+x)/6$. The residue is therefore $ie^{-\pi k/2}[(a^3+x)/12+5a/6]$, and multiplication by $2\pi i$ gives
\begin{equation}
\text{error}\simeq-2\pi e^{-\pi k/2}\left[\frac{a^3+x}{12}+\frac{5a}6\right].
\end{equation}
The rest of the displaced contour is neglected; it carries the same exponential but not the large factor $a^3$. At $x=1$, $h=0.5$ the formula gives $-2.331\times10^{-6}$ and the observed error is $-2.333\times10^{-6}$.

Because $I$ itself contains $e^{-x}$, I require $\pi k/2=\pi^2/h\ge50+x$. At large $x$ the integrand is nearly proportional to $u^2e^{-xu^2/2}$, for which $F(k)/F(0)=(1-k^2/x)e^{-k^2/(2x)}$, so $h$ must shrink as $x^{-1/2}$. The rule
\begin{equation}
h=\min\left(\frac{\pi^2}{50+x},\frac{0.65}{\sqrt x}\right),\qquad
u_{\max}=2\,\mathrm{arsinh}\sqrt{21/x}
\end{equation}
meets both needs; at $u_{\max}$ the exponential has fallen by $e^{-42}$ from its value at $u=0$. The node count grows as $\ln(1/x)$ at small $x$ and stays at 13 or 14 for $23<x<107$, the range in which $0.65/\sqrt x$ is the smaller bound; there $u_{\max}/h<2\sqrt{21}/0.65\approx14.1$. For larger $x$ the first bound governs again, and the count is about $2\sqrt{21/x}\,(50+x)/\pi^2$, which is 15 at $x=137$ and approaches $0.93\sqrt x$ for $x\gg50$. This growth is a price of the simple rule and not a necessity: the pole estimate behind the first bound does not apply there, and at $x=137$, 400 and 2000 the step $0.65/\sqrt x$ alone keeps the relative step error below $10^{-18}$ with 14 or 15 nodes.

\section{Accuracy and speed}

The potential is listed for $Z=1$. The relative errors are those of the scaled integral $e^xI(x)$ at the rounded $x$, taken against a 30-digit integration of (\ref{eq:def}). They leave out the factor $e^{-x}$: a relative rounding error $\delta$ in $x$ changes it by $x\delta$, which can reach about $10^{-14}$ near $r=0.5$ bohr.
\begin{center}
\begin{tabular}{ccccc}
$r$/bohr & $V_U$/hartree & Bickley & quadrature & nodes\\
$10^{-6}$ & $-1.159\times10^{4}$ & $3\times10^{-16}$ & $8\times10^{-17}$ & 64\\
$10^{-3}$ & $-1.353$ & $4\times10^{-17}$ & $4\times10^{-17}$ & 30\\
$0.005$ & $-2.934\times10^{-2}$ & $2\times10^{-15}$ & $7\times10^{-18}$ & 22\\
$0.05$ & $-1.028\times10^{-9}$ & $8\times10^{-16}$ & $5\times10^{-17}$ & 14\\
$0.5$ & $-1.083\times10^{-65}$ & $3\times10^{-17}$ & $4\times10^{-16}$ & 15
\end{tabular}
\end{center}
At these radii both routes work close to the rounding level. The last row tests the numerics only: the next order in $Z\alpha$ (Wichmann--Kroll) has a repulsive power-law tail, $2Z^3\alpha^7/(225\pi r^5)$, which for $Z=1$ overtakes $|V_U|$ near $r=0.07$ bohr and is about $10^{-16}$ hartree at $r=0.5$ bohr. Over 2000 points from $x=10^{-4}$ to $200$ they differ by at most $2.2\times10^{-14}$, relative to the quadrature. The Bickley route is least accurate for $x$ between about 1 and 2. Form A amplifies the rounding errors of all three functions there. Close to $x=2$ the largest share comes from $\mathrm{Ki}_1$, which loses digits in the subtraction from $\pi/2$. With correctly rounded functions form A itself errs by only $3\times10^{-16}$ at $x=1.37$.

Speed was measured on batches of 4000 radii, the quadrature sharing one set of nodes per batch. For $r$ from $10^{-5}$ to $10^{-3}$ bohr, the Bickley route took 360 ns per value and the quadrature, with 53 nodes, 353 ns: no useful difference. For $r$ from 0.02 to 0.2 bohr the times were 105 and 166 ns, so the Chebyshev series was faster by a factor 1.6. These times belong to one machine and to vectorized code. The tie at small $r$ belongs to this implementation, in which most of the Bickley time goes into the library calls for $K_0$ and $K_1$. If the series of Section 4 are inserted for $K_0$, $K_1=-K_0'$ and $\mathrm{Ki}_1$, form A collects into $Q(y)-\ln(x/2)\,P(y)+\frac\pi2x\left(\frac34+\frac{x^2}{12}\right)$ with $y=x^2/4$ and two fixed polynomials. With 15 terms each, this runs several times faster than either route timed above, with a relative error below $10^{-15}$ at points sampled up to $x=1$. The quadrature remains the simpler code to write. At large $r$ the table pays if many values are wanted, while form A should be avoided.

\section{The hydrogen 1s shift}

The potential can now be put to use. With the nonrelativistic density $Z^3e^{-2Zr}/\pi$, first-order perturbation theory gives $\Delta E=4Z^3\int_0^\infty r^2e^{-2Zr}V_U\,dr$. Insert (\ref{eq:def}) and $r=\alpha x/2$, so that $r\,dr=\alpha^2x\,dx/4$:
\begin{equation}
\Delta E=-\frac{2\alpha^3Z^4}{3\pi}M,\qquad
M=\int_0^\infty xe^{-Z\alpha x}I(x)\,dx=\int_1^\infty\frac{\rho(t)\,dt}{(t+Z\alpha)^2}.
\end{equation}
The second form of $M$ does the radial integral first and avoids the Bickley functions. For $Z=1$ both give $M=0.396445$. The prefactor is $-8.2462\times10^{-8}$ hartree, hence
\begin{equation}
\Delta E=-3.269\times10^{-8}\ \text{hartree}=-215.1\ \text{MHz}.
\end{equation}

If $Z\alpha$ is neglected in $M$, the variable $v$ of Section 1 gives $M_0=\int_0^1[v^2+\frac12v^2(1-v^2)]dv=\frac13+\frac1{15}=\frac25$. This is the contact limit $-4\alpha^3Z^4/(15\pi)$, or $-217.0$ MHz, in which the density is frozen at its value at the nucleus. The true density falls with $r$, which makes the shift 0.9\% smaller in magnitude. Relativistic wave functions, recoil, nuclear size, self-energy and higher-order vacuum polarization are left out, so this is one contribution to the level and not its full radiative shift. The digits shown hold for this model only: the Dirac $1s$ density moves the value by about $-0.07$ MHz, to $-215.17$ MHz, and the reduced mass of hydrogen by about $+0.35$ MHz, to $-214.75$ MHz. The complete set of values is in the numerical output below.

\section*{Computed values}
\begin{verbatim}
largest coefficient of order 60-79: cosine transform 1.7e-16,
  recurrence-built polynomials 2.4e-14
alpha = 0.0072973526 (dimensionless)
recursion, worst relative defect = 3.9e-31
Chebyshev terms for x > 2: 41; series terms: 14
Z=1: r/bohr, x, V_U/hartree, rel.err Bickley, rel.err DE, nodes
1e-06 0.00027407 -1.1590932239e+04 3.2e-16 8.1e-17 64
1e-04 0.027407 -4.5086808779e+01 2.0e-16 2.0e-16 41
1e-03 0.27407 -1.3534950161e+00 4.1e-17 4.1e-17 30
5e-03 1.3704 -2.9342943839e-02 1.6e-15 7.1e-18 22
1e-02 2.7407 -1.9514598175e-03 5.8e-16 3.0e-16 19
5e-02 13.704 -1.0282364455e-09 7.5e-16 4.5e-17 14
5e-01 137.04 -1.0829981698e-65 2.9e-17 4.1e-16 15
x, condition of reduced form, of large-x form,
  rel.err of reduced form with correctly rounded seeds
0.00027407 1.223e+00 1.530e+03 2.0e-16
0.027407 1.572e+00 3.713e+01 5.2e-17
0.27407 2.782e+00 8.560e+00 1.5e-16
1.3704 1.060e+01 4.180e+00 2.9e-16
2.7407 3.587e+01 3.395e+00 5.6e-16
13.704 5.291e+03 2.596e+00 3.2e-13
137.04 4.034e+07 2.362e+00 3.4e-09
x=0.00027407: I = 7.4850407560, small-x law = 7.4850407842
x=137.04: I/(leading large-x law) = 0.974434, 1-29/(8x) = 0.973547
Ki_1 series (50 terms) used at x=13.7: rel.err of I = 4.3e-01
step h=0.5, x=1: error of I = -2.3327e-06, pole formula = -2.3309e-06
step h=0.4, x=1: error of I = -3.3520e-08, pole formula = -3.3545e-08
2000 points, x=1e-4..200: largest relative gap = 2.2e-14
time per value, batches of 4000 (this machine):
small r 1e-05..1e-03 bohr: Bickley 360 ns, DE 353 ns (53 nodes)
  ratio DE/Bickley = 0.98
large r 2e-02..2e-01 bohr: Bickley 105 ns, DE 166 ns (33 nodes)
  ratio DE/Bickley = 1.58
1s: integral of x exp(-Z alpha x) I(x) = 0.396445108
1s: same, radial integral done first   = 0.396445108
1s Uehling shift = -3.2691731e-08 hartree = -215.1013 MHz
1s contact limit = -3.2984875e-08 hartree = -217.0301 MHz
\end{verbatim}
